# Area of a perfect silicon loop rotating at constant atom number

## Problem

Annealing of implanted silicon can leave end-of-range dislocation loops, which store extra atoms as small inserted pieces of crystal. Consider one planar, perfect interstitial loop with Burgers vector

$$
\mathbf b=\frac a2[101],\qquad a=0.5431\ \text{nm}.
$$

"Perfect" means that $\mathbf b$ is a lattice translation, so the loop encloses no stacking fault. The loop is first a circle of radius $R=20.0$ nm on the $(111)$ plane. During an anneal it rotates until it lies on $(101)$, the plane of $\{110\}$ type normal to $\mathbf b$. That it rotates is given. It neither gains nor loses stored atoms.

1. What is the ratio of final to initial area, and what is the final radius if the loop becomes circular again?
2. The wafer holds $5.0\times10^{9}$ such loops per cm². What dose of atoms do they store?
3. What does a plan-view image of a $(001)$ wafer show?

"Area" means the true area in the plane of the loop, unless a projection is named.

## A tempting solution

A loop on $(111)$ stores $1.566\times10^{15}$ atoms per cm² of its area. This is a property of the inserted layer, so

$$
N=(1.566\times10^{15}\ \text{cm}^{-2})\,A
$$

before and after the rotation. Since $N$ is constant, $A$ is constant. The loop keeps its area of $1256.6$ nm² and its radius of $20.0$ nm. Plan-view images seem to agree: the projected area is $725.5$ nm² before the rotation and $725.5$ nm² after it.

This answer is wrong, although the quoted density is right for $(111)$ and both projected areas are right.

## Where it fails

The number of atoms per loop area is not fixed by the Burgers vector alone. It also depends on the angle between the loop plane and $\mathbf b$.

To make an interstitial loop, cut the crystal over an area $A$ with unit normal $\mathbf n$, displace one face relative to the other by $\mathbf b$, and fill the gap with crystal. The gap is an oblique prism with base $A$ and slanted edge $\mathbf b$. Its height is the component of $\mathbf b$ along $\mathbf n$, so its volume is $A|\mathbf n\cdot\mathbf b|$. The cubic cell of silicon holds 8 atoms in a volume $a^3$. Hence

$$
N=\frac{8}{a^3}\,A\,|\mathbf n\cdot\mathbf b| .
\tag{1}
$$

The absolute value removes the sign convention for $\mathbf n$ and $\mathbf b$. For a vacancy loop the same expression counts missing atoms. Elastic relaxation around the loop moves atoms but does not change their number, so the perfect-crystal density is the right one to use.

The tempting solution kept $|\mathbf n\cdot\mathbf b|$ fixed while $\mathbf n$ turned. That factor must be evaluated on each plane.

## Correct solution

**The two planes.** For the initial plane, $\mathbf n_1=(1,1,1)/\sqrt3$, and

$$
\mathbf n_1\cdot\mathbf b=\frac{1}{\sqrt3}\,\frac a2\,(1+0+1)=\frac{a}{\sqrt3}=0.3136\ \text{nm}.
$$

For the final plane, $\mathbf n_2$ is parallel to $\mathbf b$, so the whole length of $\mathbf b$ counts:

$$
\mathbf n_2\cdot\mathbf b=|\mathbf b|=\frac a2\sqrt{1+0+1}=\frac{a}{\sqrt2}=0.3840\ \text{nm}.
$$

Inserting these in (1) gives the atoms per unit loop area:

$$
\frac{N}{A_{111}}=\frac{8}{\sqrt3\,a^2}=1.566\times10^{15}\ \text{cm}^{-2},
\qquad
\frac{N}{A_{110}}=\frac{8}{\sqrt2\,a^2}=1.918\times10^{15}\ \text{cm}^{-2}.
$$

**The area ratio.** Setting the two values of $N$ equal,

$$
\frac{8}{a^3}A_{111}\frac{a}{\sqrt3}=\frac{8}{a^3}A_{110}\frac{a}{\sqrt2}
\quad\Longrightarrow\quad
\frac{A_{110}}{A_{111}}=\sqrt{\frac23}=0.8165 .
\tag{2}
$$

The area falls by $1-0.8165=0.1835$, or about 18 percent of its initial value. The lattice parameter has cancelled, and the outline of the loop was never used. The ratio is the cosine of the initial angle between $\mathbf n_1$ and $\mathbf b$, which is $35.26^\circ$.

For the given loop,

$$
A_{110}=0.8165\times1256.6\ \text{nm}^2=1026.0\ \text{nm}^2 .
$$

The area of a circle varies as the square of its radius, so the radius ratio is the square root of (2):

$$
R_{110}=\left(\frac23\right)^{1/4}R=0.9036\times20.0\ \text{nm}=18.07\ \text{nm}.
$$

The radius shrinks by only about 10 percent.

**The stored dose.** One loop holds

$$
N=(1.566\times10^{15}\ \text{cm}^{-2})(1256.6\times10^{-14}\ \text{cm}^2)\approx1.968\times10^4
$$

atoms. With $5.0\times10^9$ loops per cm², the dose is $9.84\times10^{13}$ cm⁻². If the final area is measured correctly but multiplied by the $(111)$ density, the result is $8.03\times10^{13}$ cm⁻², which is 18 percent below the true dose.

**A count of lattice sites.** Equation (1) treats the inserted crystal as a continuum. Counting the diamond-lattice sites in the inserted slab on $(111)$ gives 19682, against 19678 from (1). Counting out the same number of sites in a circular slab on $(101)$ fixes the final radius without using (2), and gives an area ratio of 0.8166. These figures are for one position of the loop centre. Moving the centre changes which rim sites fall inside, shifting the count by up to about 10 and the ratio by up to about 0.001.

## Why glide conserves the atoms

A dislocation element can glide along $\mathbf b$ without absorbing or emitting atoms. The loop then moves on the surface of a cylinder whose axis is parallel to $\mathbf b$. Describe its outline by the area vector

$$
\mathbf S=\frac12\oint\mathbf r\times d\mathbf r ,
$$

which for a planar loop is $A\mathbf n$. Equation (1) then reads $N=8|\mathbf S\cdot\mathbf b|/a^3$.

Let each point of the line move by its own distance $g$ along $\hat{\mathbf b}=\mathbf b/|\mathbf b|$. Then $\mathbf r\to\mathbf r+g\hat{\mathbf b}$ and $d\mathbf r\to d\mathbf r+\hat{\mathbf b}\,dg$. Expanding the product, and using $\hat{\mathbf b}\times\hat{\mathbf b}=0$, the change of area vector is

$$
\Delta\mathbf S=\frac12\oint\left(\mathbf r\times\hat{\mathbf b}\,dg+g\,\hat{\mathbf b}\times d\mathbf r\right).
$$

Each cross product contains $\hat{\mathbf b}$ and is therefore perpendicular to it. So $\Delta\mathbf S\cdot\mathbf b=0$, and $N$ is unchanged.

There is an equivalent atomic picture. Atoms in a row parallel to $\mathbf b$ are spaced by $|\mathbf b|$, and the inserted slab has length $|\mathbf b|$ along that row. Each row threading the loop therefore contributes one stored atom, wherever along the row the loop cuts it. Tilting the loop within its glide cylinder leaves the set of threaded rows the same.

This argument is geometric. In silicon easy glide is on $\{111\}$ planes, and only two of them contain $\mathbf b$, so most of a rounded loop cannot follow its cylinder on a single easy glide plane. The result that motion along $\mathbf b$ conserves $N$ does not depend on how that motion is achieved.

Glide alone does not produce the final circle. It projects the initial circle along $\mathbf b$ into an ellipse with semi-axes $20.0$ nm and $0.8165\times20.0=16.33$ nm. The site count in this ellipse is again 19682. To become circular, the loop must move atoms from one part of its line to another, for example by diffusion along the dislocation core. This changes neither $N$ nor, at fixed plane, the area.

## Partial rotation and a case with no stored atoms

Let $\phi$ be the angle between the loop normal and $\mathbf b$. Then $|\mathbf n\cdot\mathbf b|=|\mathbf b|\cos\phi$, and (1) at constant $N$ gives

$$
A(\phi)=\frac{A_{110}}{\cos\phi}.
$$

The area is smallest at $\phi=0$, the end of the rotation. Near that point $1/\cos\phi\approx1+\phi^2/2$, so the last few degrees matter little. A loop stopped halfway, at $\phi=17.63^\circ$, has already lost 14.3 percent of its initial area.

At the other limit, $\phi=90^\circ$, the Burgers vector lies in the loop plane and $N=0$. This concerns three of the six $\langle110\rangle$ directions for a given $\{111\}$ plane. Such a loop is a pure shear loop, and conservation of stored atoms says nothing about its area. Result (2) holds for the other three directions.

## What the plan-view image shows

The area vectors before and after the rotation are

$$
\mathbf S_1=\frac{A_{111}}{\sqrt3}(1,1,1),\qquad
\mathbf S_2=\frac{A_{110}}{\sqrt2}(1,0,1)=\frac{A_{111}}{\sqrt3}(1,0,1),
$$

where (2) was used in the last step. The projected area on a $(001)$ wafer is the $z$ component. It is the same in both cases: $1256.6/\sqrt3=725.5$ nm². The true area falls, but the loop also turns to face the viewer more directly, and the two effects cancel. Equal projected areas therefore do not mean equal true areas. In fact they contradict the tempting solution: a loop that kept its true area would show $1256.6/\sqrt2=888.6$ nm² after the rotation. If the loop is circular before and after, the image also shows the shrinkage directly, because the longest diameter of a tilted circle is its true diameter. It falls from 40.0 to 36.1 nm.

The cancellation depends on the orientation of $\mathbf b$. If $\mathbf b=(a/2)[110]$, which lies in the wafer plane, the true area falls by the same 18 percent, but the final loop is seen edge-on and its projected area is zero.

## Conditions in a real anneal

The loop radius of 20 nm, the loop density, and a depth of 100 nm are round values in the rough range of implanted and annealed silicon. The assumption of constant $N$ can fail, because loops exchange interstitials with one another and with the surface. If a loop gains a fraction $f$ of its atoms, (2) becomes $(1+f)\sqrt{2/3}$. A gain of $f=\sqrt{3/2}-1=22.5$ percent hides the shrinkage completely.

For an estimate, take 60 s at 900 °C and a rough interstitial self-diffusion coefficient $D=1.6\times10^{-18}$ cm²/s. Apart from a correlation factor of order one, $D$ is the diffusivity of the interstitials times their equilibrium number per lattice atom. Let the scalar $S$ (not the area vector) be the interstitial concentration in units of its equilibrium value. The interstitial flux then has magnitude $Dn_{\rm Si}\,|dS/dr|$, where $n_{\rm Si}$ is the atom density of silicon. Let $\Delta S$ be the difference in $S$ between the loop and its distant surroundings. In steady state, the flow through every concentric sphere is the same. Integrating $I=4\pi r^2Dn_{\rm Si}\,dS/dr$ from $R$ to infinity gives

$$
I=4\pi R\,D\,n_{\rm Si}\,\Delta S .
$$

A sphere of radius $R$ encloses the loop, so this bounds the steady exchange of an isolated loop for the given $D$ and $\Delta S$. Nearby loops or a nearby surface can alter the flow, so here it serves as an estimate. With $n_{\rm Si}=4.994\times10^{22}$ cm⁻³ and a rough $\Delta S=1$, it is about 2 atoms per second. In 60 s this amounts to about 120 atoms, or 0.6 percent of $N$. A gain of that size would change the reduction from 18.4 to 17.8 percent.

For loss to the surface, assume a linear concentration gradient over 100 nm and a rough excess of 2 equilibrium concentrations at the loops. The flux $2Dn_{\rm Si}/(100\ \text{nm})$ removes about $1\times10^{12}$ cm⁻² in 60 s, about 1 percent of the stored dose. The reduction would become 19.2 percent. This is an upper estimate: it takes the full excess to fill the whole layer of loops, whereas between loops about 140 nm apart the excess is lower.

These small corrections belong to the assumed supersaturations. With $R$ held at 20 nm, the exchange bound grows in proportion to $\Delta S$ and to time. At $\Delta S=1$ it reaches the 22.5 percent gain after about 2200 s; at $\Delta S$ of about 36 it does so within the 60 s anneal. Constant $N$ is therefore not assured in a long anneal, or while a large interstitial supersaturation left by the implant persists.

Measurement adds errors of its own. If image contrast makes both radii 1 nm too large, the apparent reduction for circular loops is 17.5 percent. With a rough linear expansion of $4\times10^{-6}$ K⁻¹, areas at 20 °C and 900 °C differ by 0.7 percent, but this cancels when both loops are measured at the same temperature. The numerical output lists the values used here.

## Computed results

```
lattice parameter a = 0.5431 nm
Burgers vector length = 0.3840 nm
component of b normal to (111) = 0.3136 nm
angle between (111) normal and b = 35.26 deg
<110> directions in (111) / out of it = 3 / 3
atom density of loop on (111) = 1.566e+15 cm^-2
atom density of loop normal to b = 1.918e+15 cm^-2
area ratio, formula = 0.8165
area reduction, formula = 18.35 percent
area ratio, from counting atoms = 0.8166
initial radius = 20.0 nm
initial area = 1256.6 nm2
final area = 1026.0 nm2
final radius if circular = 18.07 nm
radius ratio if circular = 0.9036
ellipse short semi-axis = 16.33 nm
perimeter ratio, ellipse to circle = 0.9106
atoms per loop, formula = 19678
atoms per loop on (111), counted = 19682
atoms in glided ellipse, counted = 19682
plan-view area before, b=[101]/2 = 725.5 nm2
plan-view area after, b=[101]/2 = 725.5 nm2
plan-view area after, b=[110]/2 = 0.0 nm2
loop density = 5.0e+09 cm^-2
stored dose = 9.839e+13 cm^-2
dose if (111) density is misused = 8.033e+13 cm^-2
anneal = 900 degC for 60 s
thermal energy kT = 0.1011 eV
self-diffusion prefactor (rough) = 3000 cm2/s
self-diffusion energy (rough) = 4.95 eV
self-diffusion coefficient = 1.63e-18 cm2/s
silicon atom density = 4.994e+22 cm^-3
supersaturation difference of loops (rough) = 1.0
loop exchange rate, bound = 2.05 atoms/s
loop exchange in anneal = 0.62 percent
atom gain cancelling shrinkage = 22.5 percent
time to reach that gain = 2161 s
loop depth = 100 nm
excess supersaturation at loops (rough) = 2.0
surface loss in anneal = 9.77e+11 cm^-2
surface loss / stored dose = 0.99 percent
image-width error in radius (rough) = 1.0 nm
reduction seen with it = 17.52 percent
thermal expansion (rough) = 4.0e-06 1/K
area change 20 degC to anneal = 0.71 percent
reduction at half rotation = 14.33 percent
```
